# Curie-Weiss Law of a Paraelectric Film with Strain Varying through Its Thickness, part 2

A ferroelectric film between plane electrodes at $z=0$ (bottom, substrate side) and $z=L$ has an in-plane strain $u(z)$, and hence a local Curie temperature $T_c(z)=T_0+\kappa u(z)$, that varies with depth. The question is how its permittivity depends on the temperature $T$, and how far down it stays paraelectric.

SI units are used. $E$, $D$ and $P$ are components along $z$, $V=\int_0^L E\,dz$, and $\langle\cdot\rangle$ is the average over the thickness. Without free charge, $D$ is uniform and the layers act as capacitors in series. With the Curie constant $C$ the same at every depth, the Landau coefficient is $a(z)=[T-T_c(z)]/(\varepsilon_0C)$, with mean $\bar a$ and variance $v$. The quartic coefficient at fixed strain is $\beta^*$.

If $E=aD$ locally, the relative permittivity is

$$\boxed{\;\chi_{\rm film}=\frac{DL}{\varepsilon_0V}=\frac{C}{T-\langle T_c\rangle},\qquad \langle T_c\rangle=T_0+\kappa\langle u\rangle\;} \tag{4}$$

If instead $E=aP$ for the soft-mode polarization $P$, with $D=\varepsilon_bE+P$ and background permittivity $\varepsilon_b$, then $P=D/(1+\varepsilon_ba)$, and the absolute permittivity $\varepsilon$ obeys

$$\frac1\varepsilon=\left\langle\frac{a}{1+\varepsilon_ba}\right\rangle . \tag{6}$$

$$\varepsilon\approx\frac1{\bar a}+\varepsilon_b\left(1+\frac{v}{\bar a^2}\right). \tag{7}$$

Equation (7) is of first order in $\varepsilon_b$. In-plane polarization has the local Curie temperature

$$T_{c,x}(z)=T_0+\frac{2\varepsilon_0C(Q_{11}+Q_{12})}{s_{11}+s_{12}}\,u(z), \tag{3}$$

with electrostrictive coefficients $Q_{ij}$ and elastic compliances $s_{ij}$.

The example has $L=100$ nm, $C=1.0\times10^5$ K, $T_0=200$ K, $\kappa=-2.656\times10^4$ K, $\varepsilon_b=7\varepsilon_0$, $Q_{11}=0.10$ and $Q_{12}=-0.03$ m$^4$/C$^2$, $s_{11}=5.0\times10^{-12}$ and $s_{12}=-1.0\times10^{-12}$ m$^2$/N, and $u=u_0e^{-z/\ell}$ with $u_0=-0.30\,\%$, $\ell=30$ nm. $T_c$ falls from 279.7 K at the bottom to 202.8 K at the top, with mean 223.05 K and standard deviation 20.49 K. At 300 K the relative permittivity is 1299.6 by (4) and 1307.1 with the background.

The closing list also includes earlier checks: Poisson solutions for this film and for a random stack of 40 layers, and the permittivity a uniform $E$ would give, with the temperature at which the tangent to its reciprocal cuts the axis.

### 10. Why gradient energy hardly matters for the uniform response

Neglecting an energy proportional to $(dP/dz)^2$ looks risky when the properties change over 30 nm. Electrostatics, however, has already made $P$ nearly uniform. From $P=D/(1+\varepsilon_ba)$, its relative variation between bottom and top is about $\varepsilon_b$ times the difference of $a$:

$$\frac{\varepsilon_b}{\varepsilon_0}\,\frac{279.7-202.8}{10^5}=7\times7.7\times10^{-4}=0.5\,\% .$$

The argument can be turned into bounds. With mean field $E_0=V/L$, uniformity of $D$ means $\varepsilon_bE+P=\varepsilon_bE_0+\langle P\rangle$, so

$$E=E_0-\frac{P-\langle P\rangle}{\varepsilon_b}.$$

With gradient energy the local law is $E=aP-gP''$, where primes are derivatives with respect to $z$ and $P'=0$ at the surfaces. The two equations together are the condition for a minimum of

$$\Phi=\left\langle\frac a2P^2+\frac g2P'^2+\frac{(P-\langle P\rangle)^2}{2\varepsilon_b}\right\rangle-E_0\langle P\rangle-\frac{\varepsilon_b}2E_0^2 . \tag{8}$$

The quadratic terms at the minimum equal half of $E_0\langle P\rangle$. This follows on multiplying the equilibrium equation by $P$ and averaging. Therefore

$$\Phi_{\min}=-\tfrac12E_0\left(\langle P\rangle+\varepsilon_bE_0\right)=-\tfrac12E_0D=-\tfrac12\varepsilon E_0^2 .$$

Raising $g$ adds a term that is never negative. It cannot lower $\Phi_{\min}$, so it cannot raise $\varepsilon$. On the other hand, a uniform $P$ is an allowed trial function without gradient energy. Minimizing (8) over uniform $P$ gives $P=E_0/\bar a$ and $\Phi=-\frac12(\varepsilon_b+1/\bar a)E_0^2$. The true minimum is not higher, hence

$$\varepsilon_b+\frac1{\bar a}\le\varepsilon\le\left\langle\frac a{1+\varepsilon_ba}\right\rangle^{-1}. \tag{9}$$

In the example these bounds are 1306.6 and 1307.1 in units of $\varepsilon_0$, whatever the value of $g$. For a typical $g=1.0\times10^{-10}$ m$^3$/F the computed change is a relative $-6\times10^{-9}$. For the laterally uniform response, the neglect of gradient energy is thus harmless as long as $P'=0$ at the surfaces.

A surface that suppresses the polarization is a different case. If $P=0$ there, $P$ recovers over the short distance $\sqrt{g\varepsilon_b}=0.08$ nm, and the field in this thin layer is very large. It adds a voltage of about $D\sqrt{g/\varepsilon_b}$ at each surface, which acts like the electrode screening of section 13. In the example the permittivity at 300 K would drop from 1307 to about 1010 and the intercept would fall by about 23 K. A continuum theory gives only a rough estimate at such a short distance.

### 11. The intercept is not a transition temperature

Equation (4) diverges at $\langle T_c\rangle$. Whether the film can be cooled that far without leaving the paraelectric state is a separate question.

Suppose first that the polarization is forced to remain uniform along $x$ and $y$. The state $P=0$ becomes unstable when a polarization can exist at $V=0$. By (6) this requires $\langle a/(1+\varepsilon_ba)\rangle=0$. To first order in $\varepsilon_b$ the condition is $\bar a=\varepsilon_bv$, or

$$T-\langle T_c\rangle=\frac{\varepsilon_b}{\varepsilon_0}\,\frac{\langle(T_c-\langle T_c\rangle)^2\rangle}{C}=\frac{7\times20.49^2}{10^5}\ \text{K}=0.03\ \text{K}.$$

Under this restriction the film would remain stable almost down to the average Curie temperature, though the layers next to the bottom electrode would by then be more than 50 K below their own. The depolarizing field of the soft layers holds them back.

Domains evade that restraint. Let the polarization alternate sideways, $P_z=p(z)\cos kx$, with short-circuited electrodes. The potential has the form $\varphi(z)\cos kx$. Writing $\varepsilon_x$ for the in-plane permittivity, Gauss's law becomes

$$\frac{d}{dz}\left(-\varepsilon_b\varphi'+p\right)+\varepsilon_xk^2\varphi=0,\qquad \varphi(0)=\varphi(L)=0 .$$

Multiply by $\varphi$ and integrate, using integration by parts in the first term:

$$W\equiv\int_0^L\left(\varepsilon_b\varphi'^2+\varepsilon_xk^2\varphi^2\right)dz=-\int_0^Lp'\varphi\,dz .$$

The depolarizing energy is proportional to $W$. By the Cauchy-Schwarz inequality the right side is at most

$$\left(\int_0^L\frac{p'^2}{\varepsilon_xk^2}\,dz\right)^{1/2}\left(\int_0^L\varepsilon_xk^2\varphi^2\,dz\right)^{1/2},$$

and the second factor is at most $W^{1/2}$. Dividing by $W^{1/2}$ and squaring,

$$W\le\int_0^L\frac{p'^2}{\varepsilon_xk^2}\,dz . \tag{10}$$

For a given smooth $p(z)$ the depolarizing energy vanishes as $k\to\infty$. Positive and negative stripes lie so close together that their bound charges cancel at a short distance.

If gradient energy is neglected, nothing else opposes fine stripes. Choose $p(z)$ concentrated where $T_c$ is highest. As soon as $T<\max T_c$, the term $\frac12ap^2$ is negative there, and for large enough $k$ the total energy is negative. Above $\max T_c$ every quadratic term is positive, in-plane polarization included, and the paraelectric state is stable. This is why the first half required $T>\max T_c(z)$. Within the model without gradient energy, the Curie-Weiss line ends at 279.7 K, far above its intercept at 223.1 K.

### 12. The domain threshold with gradient energy

The gradient energy that was irrelevant to the uniform response decides this threshold, because it charges stripes an energy density $\frac12g(k^2p^2+p'^2)$, up to the common factor from averaging $\cos^2kx$. The onset is the highest temperature at which some $p(z)$ and some $k$ make the sum of Landau, gradient and depolarizing energy vanish. This is an eigenvalue problem in $z$ for each $k$. It was solved on a grid with $g=1.0\times10^{-10}$ m$^3$/F, the same for both directions, and with in-plane permittivity $\varepsilon_x=\varepsilon_b+\varepsilon_0C/(T-T_{c,x})$. This permittivity leaves out the gradient energy of the in-plane polarization. The electrodes are ideal, as in section 11, and $p'=0$ at both surfaces.

The result is an onset at 252.5 K with a stripe period $2\pi/k$ of 25 nm. Going from 100 to 200 grid cells shifts the onset by 0.003 K. Including the gradient energy of the in-plane polarization would lower it by 0.3 K. The choice of $g$ matters more: the onset is about 260 K for $g=0.2\times10^{-10}$ m$^3$/F and 242 K for $5\times10^{-10}$ m$^3$/F. For the value used here it lies 27 K below the highest local Curie temperature and 29 K above the average. Part of the 27 K can be identified: expressed as a temperature, the sideways gradient energy costs

$$\varepsilon_0C\,g\,k^2=8.85\times10^{-17}\times\left(\frac{2\pi}{24.9\times10^{-9}}\right)^2\text{K}\approx5.6\ \text{K}.$$

Of the rest, about 15.6 K comes from the extension of the mode into layers of lower $T_c$, 5.6 K from the remaining depolarizing energy, the in-plane response included, and only 0.3 K from the gradient energy along $z$.

Between 252.5 K and 279.7 K the lower part of the film is below its local Curie temperature, yet the film as a whole is still paraelectric in this model. The averaging law continues there. At 266.1 K the discretized Landau film, with background and gradient energy, has a permittivity of 2331.1; the Curie-Weiss law gives 2322.5. The difference of about 8.6 agrees with (7), where the background now contributes $7[1+(20.49/43.06)^2]=8.6$.

At the onset itself the law gives $10^5/(252.5-223.05)\approx3400$. The straight line of reciprocal permittivity thus stops at a finite value. An intercept found by extrapolation should not be read as the temperature at which such a film becomes ferroelectric.

### 13. Effects that shift the line but keep it straight

**Electrode screening.** Real electrodes screen the film's charge over a finite distance. Describe this by an extra voltage $D\lambda_s/\varepsilon_0$ at each electrode, with an effective screening length $\lambda_s$. The total voltage is

$$V=\frac{DL}{\varepsilon_0C}\left(T-\langle T_c\rangle\right)+\frac{2D\lambda_s}{\varepsilon_0}
=\frac{DL}{\varepsilon_0C}\left(T-\langle T_c\rangle+\frac{2C\lambda_s}{L}\right).$$

The Curie constant is unchanged, and the intercept falls by $2C\lambda_s/L$. For $\lambda_s=0.010$ nm the shift is $2\times10^5\times0.010/100=20$ K. The intercept becomes 203.1 K, and the permittivity at 300 K drops from 1300 to 1031, by 21 %. A length far below an atomic diameter matters because it is multiplied by the large Curie constant. The domain threshold of section 12 shifts too, because the electrodes then compensate the bound charge of the stripes less well: for the same $\lambda_s$ it falls from 252.5 K to about 233 K.

**Thermal mismatch.** If film and substrate expand differently, the strain changes with temperature. Let it be $u(z)+r(T-T_r)$, where $u(z)$ is the profile at the reference temperature $T_r$. Then $\langle T_c\rangle$ is replaced by $\langle T_c\rangle+\kappa r(T-T_r)$, and

$$T-\langle T_c\rangle-\kappa r(T-T_r)=(1-\kappa r)\left[T-\frac{\langle T_c\rangle-\kappa rT_r}{1-\kappa r}\right].$$

The law keeps its form with Curie constant $C/(1-\kappa r)$ and the intercept given by the fraction. For $r=1.0\times10^{-6}$ K$^{-1}$ and $T_r=300$ K, $\kappa r=-0.0266$. The Curie constant becomes $0.974\times10^5$ K and the intercept $(223.05+7.97)/1.0266=225.0$ K. At 300 K itself nothing changes, since the strain there is the given one. This value of $r$ suits a substrate whose expansion nearly matches the film's. On a substrate that expands much less, such as silicon, $r$ is roughly $-7.5\times10^{-6}$ K$^{-1}$, and the same formulas give a Curie constant of $1.25\times10^5$ K and an intercept of 204 K.

### 14. Finite signal and strain gradient

With the background left out, $P=D$ is uniform, and averaging $E=aP+\beta^*P^3$ gives $E_0=\bar aD+\beta^*D^3$. The differential reciprocal permittivity is

$$\frac{dE_0}{dD}=\bar a+3\beta^*D^2,$$

so a displacement $D$ lowers the permittivity by the fraction $3\beta^*D^2/\bar a$, as long as this is small. In the example $\beta^*=2.9\times10^9$ J m$^5$/C$^4$ and $\bar a=1/(1300\,\varepsilon_0)=8.7\times10^7$ m/F. At the signal of 0.05 V, where $D=5.75\times10^{-3}$ C/m$^2$, the reduction is 0.33 %.

A strain gradient also acts on the polarization like a field, $f\,du/dz$, the flexoelectric effect. Its average over the film is $f[u(L)-u(0)]/L$. With a rough $f=5$ V and a strain difference of 0.289 % this is $1.45\times10^5$ V/m. The film then carries a displacement of $1.7\times10^{-3}$ C/m$^2$ without applied voltage. This value belongs to an energy $-fP\,du/dz$ with $P'=0$ at the surfaces. Writing the coupling as $+fu\,dP/dz$ gives the same equation inside the film but almost no net displacement, and the symmetric form gives half the value. The forms differ by surface terms, so the built-in displacement of a real film depends on its surfaces and the number is only an order of magnitude. By the same formula the permittivity falls by 0.03 %. In the linear law a built-in field displaces the working point and leaves the slope alone; it enters through the quartic term. The discretized film gives the same two reductions, 0.33 % and 0.03 %.

### 15. The model beside real films

Films of barium strontium titanate about 100 nm thick are used in tunable and high-density capacitors. Many of them, polycrystalline ones in particular, have permittivities of roughly a few hundred at room temperature, so the model's 1300 is high. Of the corrections to the permittivity at 300 K sized here, the largest for the values chosen are electrode screening and, if the surfaces suppress $P$ completely, the surface layers described in section 10. A screening length of 0.010 nm already removes 21 % of the permittivity. Five times that length, other parameters held fixed, would lower the intercept by 100 K and the permittivity to $10^5/177\approx570$. The effective length depends on the electrode and the interface and is not well known, so an intercept measured on one thickness cannot be converted into a mean strain without it. The signal field of 0.005 MV/cm is far below breakdown, which lies roughly near 1 MV/cm. Dislocations, which cause the strain to relax, also make it vary sideways; the series argument does not cover this, and its effect was not computed.

If $C$ is the same at every depth, and strain and screening do not change with temperature, the slope and the intercept of the line depend on the strain profile only through its mean, apart from the small background correction of section 9. The distribution of the strain about that mean affects the temperature at which the line ends. The numerical output that follows lists the parameters and most of the results.

## Calculated quantities

```
Curie constant C: 1e+05 K
unstrained Curie temperature T0: 200 K
temperature of use: 300 K
film thickness: 100 nm
strain decay length: 30 nm
strain at bottom electrode: -0.30 %
Q11, Q12: 0.100, -0.030 m^4/C^2
s11, s12: 5.0, -1.0 1e-12 m^2/N
Curie shift per 1 % strain, P out of plane: -265.63 K
Curie shift per 1 % strain, P in plane: 309.90 K
mean strain: -0.0868 %
local Tc at bottom: 279.69 K
local Tc at top: 202.84 K
mean Tc: 223.05 K
standard deviation of Tc: 20.49 K
Poisson sweep 290-400 K: intercept: 223.05 K
Poisson sweep: Curie constant: 100000.0 K
Poisson sweep: largest relative misfit: 9.7e-16
random stack: mean Tc: 199.503 K
random stack: fitted intercept: 199.503 K
film relative permittivity: 1299.6
capacitance density: 11.51 uF/cm2
signal voltage: 0.05 V
mean signal field: 0.00500 MV/cm
signal charge density: 0.575 uC/cm2
local field at bottom: 0.00133 MV/cm
local field at top: 0.00631 MV/cm
permittivity if E were uniform: 1469.5
its tangent intercept at 300 K: 244.29 K
its tangent intercept at 400 K: 228.96 K
background relative permittivity: 7.0
permittivity with background: 1307.1
change from background: 0.577 %
gradient coefficient g: 1.0e-10 m^3/F
change from gradient energy: -5.8e-07 %
flexoelectric coefficient: 5.0 V
change from flexoelectric bias: -0.0277 %
stress-free quartic coefficient: 2.00e+09 J m^5/C^4
clamped quartic coefficient: 2.90e+09 J m^5/C^4
change at signal field: -0.3282 %
screening length per electrode: 0.010 nm
intercept with electrode screening: 203.05 K
permittivity with screening: 1031.5
thermal mismatch strain rate: 1.0e-06 1/K
Curie constant with thermal mismatch: 97412 K
intercept with thermal mismatch: 225.04 K
laterally uniform instability: 223.083 K
domain instability, 200 cells: 252.53 K
shift from 100 to 200 cells: 0.003 K
domain period at instability: 24.9 nm
test temperature below the highest local Tc: 266.11 K
Landau permittivity there: 2331.1
Curie-Weiss permittivity there: 2322.5
```
